\section*{Why Avrami's exponential must count phantom nuclei}

\section{An anneal time to choose}

An amorphous film is to be crystallized in a furnace, and the schedule must say when 99\,\% of it will have transformed. The nucleation rate and the growth speed are known. For the film treated below, one way of counting nuclei gives 12.5 h and another gives 13.3 h. Both put the count into the same formula,
\begin{equation}
X=1-e^{-(\text{extended area per unit area})},
\label{form}
\end{equation}
where $X$ is the crystallized fraction and the extended area is the sum of the areas that the grains would have if each grew unhindered, overlaps counted repeatedly.

The belief at issue is that this sum should run over the nuclei that really form. It has a good deal in its favour. A nucleus cannot appear in material that is already crystalline. A micrograph shows real grains and nothing else. Avrami's prescription adds ``phantom'' nuclei, imagined to appear inside existing grains, and this looks like counting material that does not exist. Since the exponential is there to correct for overlap, it seems natural to feed it the honest census and let it do its work.

The census is honest, but the exponential is not the formula that belongs to it. Under continuous nucleation the combination gives too small a fraction at every time after the start.

\section{The model}

The film is large, uniform and thin enough for grains to be treated as discs. In each small area $dA$ of untransformed film and each short time $d\tau$, a nucleus of negligible size appears with probability $I\,dA\,d\tau$, independently of what happens elsewhere. A grain born at $\tau$ has the free radius $G(t-\tau)$ at time $t$, and stops wherever it meets another grain. $I$ and $G$ are constant.

Now let births continue at the same rate $I$ over the whole film, crystallized or not. A birth on an untransformed site is real; one on a crystallized site is a phantom. Every birth, real or phantom, is given a free disc that ignores all others. Two things have to be shown: that the phantoms do not alter the crystallized region, and that they make its area calculable.

\section{Phantoms change nothing}

Birth $i$, at position $\mathbf x_i$ and time $t_i$, has a free disc that reaches the point $\mathbf x$ at
\begin{equation}
T_i(\mathbf x)=t_i+\frac{|\mathbf x-\mathbf x_i|}{G}.
\end{equation}
Let $i$ be the birth whose disc reaches $\mathbf x$ first, and let $\mathbf y$ be any point on the straight segment from $\mathbf x_i$ to $\mathbf x$. Suppose that another disc $j$ had reached $\mathbf y$ before $i$ did, so that $T_j(\mathbf y)<T_i(\mathbf y)$. The triangle inequality would then give
\begin{equation}
T_j(\mathbf x)\le T_j(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{G}
<T_i(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{G}=T_i(\mathbf x).
\label{tri}
\end{equation}
The last equality holds because $\mathbf y$ lies on the segment. This contradicts the choice of $i$ as the first to arrive, so no disc reaches $\mathbf y$ before $i$.

Two conclusions follow. Taking $\mathbf y=\mathbf x_i$ shows that no disc had covered the site of $i$ when $i$ was born. A real grain never extends beyond its free disc, so the site was untransformed and $i$ is real. Taking $\mathbf y$ along the rest of the segment shows that nothing blocks grain $i$ on its way, so it does crystallize $\mathbf x$ at time $T_i(\mathbf x)$. Every point covered by some free disc is therefore physically crystalline. Conversely, every crystalline point lies in the free disc of its own grain. The crystallized region is the union of all free discs, and removing the phantom discs leaves that union unchanged.

\section{Phantoms make the exponential true}

A point is still amorphous at time $t$ if no disc has reached it. This means that for each earlier time $\tau$ there was no birth within the distance $G(t-\tau)$. Divide this region of space and time into small cells. With phantoms admitted, births in different cells are independent, and each cell is empty with probability $1-I\,dA\,d\tau\approx e^{-I\,dA\,d\tau}$. The probabilities multiply, so the exponents add:
\begin{equation}
1-X=e^{-X_e},\qquad
X_e=\int_0^t I\,\pi G^2(t-\tau)^2\,d\tau=\frac{\pi I G^2t^3}{3}.
\label{avrami}
\end{equation}
With the characteristic time
\begin{equation}
t_c=\left(\frac{3}{\pi I G^2}\right)^{1/3},\qquad u=\frac{t}{t_c},
\label{tc}
\end{equation}
this reads $X_e=u^3$.

$X_e$ is also the mean number of discs over a point. The exponential is the probability that a Poisson-distributed number with that mean is zero, and it rests on the independence of the cells. Real births lack this independence: one real birth forbids later real births inside its growing disc. Striking out the phantoms leaves the union of discs intact but destroys the statistics on which the exponential depends.

\section{The census of real nuclei}

Whether a site is amorphous at time $\tau$ depends on earlier births alone, and the births in the next interval $d\tau$ are independent of those. Real nuclei therefore appear at the mean rate $I[1-X(\tau)]$ per unit film area. Their extended area per unit area is
\begin{equation}
E_a=\int_0^t I\,[1-X(\tau)]\,\pi G^2(t-\tau)^2\,d\tau .
\end{equation}
Put $\tau=t_c s$. Three powers of $t_c$ come out, $\pi IG^2t_c^3=3$ by (\ref{tc}), and $1-X=e^{-s^3}$, so that
\begin{equation}
E_a=3\int_0^u e^{-s^3}(u-s)^2\,ds .
\label{Ea}
\end{equation}
To evaluate this, expand $(u-s)^2=u^2-2us+s^2$ and substitute $w=s^3$, for which $ds=\tfrac13 w^{-2/3}dw$:
\begin{equation}
\int_0^u s^m e^{-s^3}ds=\frac13\int_0^{u^3}w^{(m+1)/3-1}e^{-w}dw
=\frac13\,\gamma\!\left(\frac{m+1}{3},u^3\right),
\end{equation}
where $\gamma$ is the lower incomplete gamma function. The terms $m=0,1,2$ give
\begin{equation}
E_a=u^2\gamma\!\left(\tfrac13,u^3\right)-2u\,\gamma\!\left(\tfrac23,u^3\right)+\gamma\!\left(1,u^3\right).
\label{closed}
\end{equation}

The belief amounts to the estimate $Y_a=1-e^{-E_a}$. Since $u^3=3\int_0^u(u-s)^2ds$, the part of the extended area that it leaves out is
\begin{equation}
D=X_e-E_a=3\int_0^u\left(1-e^{-s^3}\right)(u-s)^2\,ds .
\label{D}
\end{equation}
The integrand is positive for $0<s<u$. Hence $D>0$, $E_a<X_e$ and $Y_a<X$ for every $t>0$, which refutes the belief within this model.

\subsection{The discount is taken twice}

Differentiating (\ref{avrami}) gives $dX=(1-X)\,dX_e$. Of the area newly swept by all discs, the fraction $1-X$ falls on amorphous film. The factor $1-X$ thus already discards everything the phantoms sweep, since their discs lie wholly in crystallized film. Using $E_a$ in the exponent removes the phantoms first and then discounts what remains once more, by the factor $1-Y_a$.

The correct factor for real discs follows from the same equation. All new crystal comes from real grains, so the share of their newly swept area that falls on amorphous film is
\begin{equation}
\frac{dX}{dE_a}=(1-X)\frac{dX_e}{dE_a}.
\end{equation}
Differentiating (\ref{D}), where the boundary term vanishes because $(u-s)^2=0$ at $s=u$, gives
\begin{equation}
\frac{dD}{du}=6\int_0^u\left(1-e^{-s^3}\right)(u-s)\,ds>0 .
\label{Dprime}
\end{equation}
So $dX_e>dE_a$, and the share exceeds $1-X$. Real fronts meet amorphous film more often than randomly placed fronts would.

\subsection{Feeding the estimate back}

Someone who has no independent knowledge of $X$ might use the estimate itself to set the rate of real nucleation. Then $Y_b=1-e^{-E_b}$ with
\begin{equation}
E_b(u)=3\int_0^u e^{-E_b(s)}(u-s)^2ds .
\end{equation}
Two differentiations give $E_b''=6\int_0^u e^{-E_b(s)}ds$, and a third gives $E_b'''=6e^{-E_b}$, with $E_b=E_b'=E_b''=0$ at $u=0$. Because $e^{-E_b(s)}<1$ for $s>0$, the integral is smaller than $u^3$, so $E_b<X_e$. It follows that $e^{-E_b(s)}>e^{-s^3}$, and comparison with (\ref{Ea}) gives $E_b>E_a$. Altogether
\begin{equation}
E_a<E_b<X_e .
\end{equation}
Feedback makes the error smaller without removing it.

\section{Early, late and simultaneous nucleation}

At early times $1-e^{-s^3}\approx s^3$, and (\ref{D}) becomes
\begin{equation}
D\approx3\int_0^u s^3(u^2-2us+s^2)\,ds
=3u^6\left(\frac14-\frac25+\frac16\right)=\frac{u^6}{20}.
\end{equation}
Relative to $X\approx u^3$ the error is $u^3/20$. A comparison confined to the first few percent of the transformation will hardly reveal it.

At late times the incomplete gamma functions in (\ref{closed}) tend to complete ones:
\begin{equation}
E_a\to\Gamma\!\left(\tfrac13\right)u^2-2\,\Gamma\!\left(\tfrac23\right)u+1 .
\end{equation}
The leading power is 2, whereas $X_e$ grows as $u^3$. The reason is that the supply of real nuclei runs out. Their final density is
\begin{equation}
N_\infty=I t_c\int_0^\infty e^{-s^3}ds=\frac{I t_c}{3}\,\Gamma\!\left(\tfrac13\right)=I t_c\,\Gamma\!\left(\tfrac43\right),
\end{equation}
and a fixed number of discs has an extended area that grows as $t^2$. The apparent Avrami exponent $d\ln E_a/d\ln t$ therefore falls from 3 to 2, although neither nucleation nor growth has changed its law.

The ratio of the estimated amorphous residue to the true one is
\begin{equation}
\frac{1-Y_a}{1-X}=e^{X_e-E_a}=e^{D}.
\end{equation}
By (\ref{Dprime}) it rises steadily, and since $u^3$ outgrows $u^2$ it has no upper limit. The absolute error $X-Y_a$ still tends to zero, because both fractions tend to 1.

If instead all nuclei are present at $t=0$, with random sites and density $N$, no site is crystalline when they appear. There are no phantoms, the real nuclei are themselves Poisson-distributed, and $X=1-e^{-N\pi G^2t^2}$. The belief is correct in this case, which may lend it credit in the other.

\section{The film in numbers}

Take a film 0.1 $\mu$m thick with $G=0.18\ \mu$m/h and $I=0.07\ \mu\mathrm{m}^{-2}\,\mathrm{h}^{-1}$. Then
\begin{equation}
t_c=\left(\frac{3}{\pi\times0.07\times0.18^2}\right)^{1/3}\mathrm{h}=7.495\ \mathrm h .
\end{equation}
The true fraction is 0.90 when $u^3=\ln10=2.3026$, that is, at $t=9.90$ h. At that time (\ref{closed}) gives $E_a=2.0936$, and
\begin{equation}
Y_a=1-e^{-2.0936}=0.877 .
\end{equation}
The estimate is 2.3 percentage points too low. Feedback gives $E_b=2.0967$ and again 0.877. The results at three times are:
\begin{center}
\begin{tabular}{ccccc}
$t$ (h) & $X$ & $Y_a$ & residue ratio & exponent\\
6.63 & 0.50 & 0.489 & 1.02 & 2.91\\
9.90 & 0.90 & 0.877 & 1.23 & 2.76\\
12.47 & 0.99 & 0.980 & 2.01 & 2.64
\end{tabular}
\end{center}
The largest absolute error is 2.4 points, near $X=0.86$. In the crystallized fraction the mistake is thus modest. In the amorphous residue, which matters when the anneal must be completed, it reaches a factor of two at 99\,\%. The estimate does not itself arrive at 99\,\% until 13.27 h, which is 0.80 h, or 6.4\,\%, later than the true time.

By 9.90 h there have been $0.07\times9.897=0.693$ births per $\mu\mathrm{m}^2$, of which 0.460 are real. Phantoms make up 34\,\% of the births but 9\,\% of the extended area. A birth at time $\tau$ is a phantom with probability $X(\tau)$, so phantoms are mostly late, and late discs are small. This is why so large an error in the count does so little harm to the fraction.

The derivation was tested by a simulation in which a nucleus was admitted as real if no earlier real grain covered its site. In 16 periodic squares of side 60 $\mu$m, real grains covered 0.902 of the sampled points at 9.90 h, against 0.900 from (\ref{avrami}). Removing the phantom discs changed the status of none of these points. The mean number of real discs over a point was 2.092, and putting that directly simulated number into the exponential gave 0.877. The variance of the number of discs, divided by its mean, was 0.99 with phantoms and 0.84 without. A Poisson distribution has the value 1, so the number of real discs is visibly not Poisson-distributed, and the derivation of the exponential does not apply to it. That the exponential does fail is shown by the two fractions, 0.877 against the simulated coverage of 0.902. With all nuclei present at the start, at a density chosen to give 0.900, the coverage was 0.896.

\section{Where phantoms do fail}

The argument leans on inequality (\ref{tri}), which is assured when all fronts move at the same speed at any given moment. It also survives if the grains are anisotropic but all have the same convex shape and the same orientation. A nucleation rate that varies in time does no harm: $I(\tau)$ simply stays under the integral. Two other changes do.

If growth slows as a grain ages, a phantom born near the edge of an old grain moves faster than that edge and breaks out. It can then cover film that no real grain has reached, and (\ref{avrami}) no longer describes the real film.

The same happens when grains grow anisotropically in random orientations, since a phantom's fast axis can point along its host's slow one. Real grains may also shield film from one another. A lattice simulation of one square of side 40 $\mu$m let each grain advance through amorphous film from its own edge. The grains were ellipses of aspect ratio 3 with the same free area as the discs. At 9.90 h the real grains filled 0.885 of the film, while the union of all free ellipses, phantoms included, filled 0.900. For discs the two numbers agreed at 0.900. In this one square the free ellipses thus overstate the real coverage by about 1.5 points under the growth rule used; the gap varies from one set of births to another, and a single run fixes only its rough size, of the order of 1 to 1.5 points. That rule lets a grain pass round an obstacle without losing time on the detour, a simplification that changes the gap very little at this aspect ratio. The run does not separate escaping phantoms from shielding, and the gap should not be charged to phantoms alone; at this aspect ratio shielding among real grains is the larger part. This error is about half to two thirds the size of that of the naive count and of opposite sense, so the real coverage of such ellipses lies between the two formulas. It comes from the growth law and is no argument for dropping phantoms when growth is isotropic.

\section{Beside a real film}

The parameters lie in the rough regime of an amorphous silicon film about 100 nm thick, annealed near 873 K, where crystallization takes of the order of ten hours and leaves grains of micrometre size. The model's mean final grain area is 2.1 $\mu\mathrm{m}^2$. Real rates vary widely with the way the film was deposited. Treating the grains as discs matters little here: with spheres cut off by the film faces and births spread evenly through the depth, $X$ at 9.90 h changes by 0.0004. A departure from steady nucleation can matter much more. If the rate builds up as $I(1-e^{-t/2\,\mathrm h})$, the fraction at 9.90 h drops from 0.90 to 0.74, and 0.90 is reached at 11.5 h. The naive estimate at that later time is 0.873, so the delay does not remove the counting error, which is here 2.7 points instead of 2.3. Silicon also grows anisotropically, and the ellipses above indicate the size of that effect for one assumed shape.

The schedule is also very sensitive to temperature. By (\ref{tc}), $t_c\propto I^{-1/3}G^{-2/3}$. With rough activation energies of 5 eV for nucleation and 3 eV for growth, $t_c$ has the effective energy $(5+2\times3)/3=3.67$ eV. A furnace only 1.1 K too cold would then delay the 99\,\% point by the same 6.4\,\%. A single measured anneal time can therefore hardly convict the naive formula. The shape of the curve can in principle, if growth is isotropic at constant speed and nucleation is steady: a temperature offset rescales $t$ and leaves the exponent at 3, while the naive formula bends it towards 2. The bend is slight, however. With its time axis rescaled by 2\,\%, the naive curve stays within about 1 percentage point of the true one, so the fractions would have to be measured more accurately than that.

A census taken from micrographs remains useful, provided it is converted first. If real nuclei are seen to appear at the rate $\dot N$ per unit of total film area, then $\dot N=I(1-X)$, and the rate that belongs in (\ref{avrami}) is $I=\dot N/(1-X)$. This division restores the phantoms. The numerical output below gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
nucleation rate I = 0.07 per um^2 per h
growth speed G = 0.18 um/h
film thickness = 0.10 um
characteristic time tc = 7.495 h
true X = 0.50: time = 6.633 h, Xe = 0.6931
  real-only Ea = 0.6709, naive fraction = 0.4888
  feedback Eb = 0.6711, naive fraction = 0.4889
  naive/true amorphous residue = 1.022
  apparent exponent from Ea = 2.908
true X = 0.90: time = 9.897 h, Xe = 2.3026
  real-only Ea = 2.0936, naive fraction = 0.8768
  feedback Eb = 2.0967, naive fraction = 0.8771
  naive/true amorphous residue = 1.232
  apparent exponent from Ea = 2.762
true X = 0.99: time = 12.470 h, Xe = 4.6052
  real-only Ea = 3.9094, naive fraction = 0.9799
  feedback Eb = 3.9225, naive fraction = 0.9802
  naive/true amorphous residue = 2.005
  apparent exponent from Ea = 2.641
largest X - naive = 0.0238 at t = 9.385 h
  true X there = 0.8596
early gap over u^6/20 at u = 0.2: 0.9990
all births up to t90 = 0.6928 per um^2
real births up to t90 = 0.4603 per um^2
simulated real births = 0.4611 per um^2
phantom share of births at t90 = 0.336
phantom share of Xe at t90 = 0.091
final grain density = 0.4685 per um^2
mean final grain area = 2.134 um^2
simulated coverage at t50 = 0.5002
simulated coverage at t90 = 0.9022
simulated Xe, Ea at t90 = 2.307, 2.092
naive fraction from simulated Ea = 0.8766
variance/mean, all discs = 0.994
variance/mean, real discs = 0.839
site-saturated coverage (theory 0.9) = 0.8964
lattice isotropic: blocked 0.8999, union 0.8999
lattice aspect 3: blocked 0.8851, union 0.9002
X at t90 with finite thickness = 0.89964
X at t90 with 2 h transient = 0.7427
time to X = 0.9 with transient = 11.549 h
  naive fraction at that time = 0.8734
naive time to 99 % = 13.273 h (true 12.470 h)
rough energies: nucleation 5.0, growth 3.0 eV
effective energy of tc = 3.667 eV
same delay from furnace colder by 1.12 K at 873 K
\end{verbatim}
